# Cat states from one-axis twisting: integer and half-integer spin

**Setting.** A spin of length $j\ge 1/2$ has the Hamiltonian $H=\chi J_z^2$, with $\hbar=1$. It evolves for a time $t$ with $\chi t=\pi/2$, so that

$$U=e^{-i\pi J_z^2/2}.$$

The initial state is the equatorial coherent state

$$|\phi\rangle=e^{-i\phi J_z}e^{-i\pi J_y/2}|j,j\rangle .$$

The angle $\phi$ is not reduced modulo $2\pi$, because the sign of the state matters below. Write $J_z|m\rangle=m|m\rangle$ and $m=n+s$, where $n$ is an integer and $s=0$ for integer $j$, $s=1/2$ for half-integer $j$.

### Part (a)

**Question.** Expand $|\phi\rangle$ in the states $|m\rangle$. Find the effect of $e^{-i\alpha J_z}$ on it, and the overlap $\langle\phi|\phi'\rangle$.

**Answer.** Regard the spin as the symmetric states of $N=2j$ spins one-half. Then $|j,j\rangle$ has all spins up. For one spin, $J_y=\sigma_y/2$ and $-i\sigma_y|{\uparrow}\rangle=|{\downarrow}\rangle$, hence

$$e^{-i\pi\sigma_y/4}|{\uparrow}\rangle=\cos\tfrac{\pi}{4}|{\uparrow}\rangle+\sin\tfrac{\pi}{4}|{\downarrow}\rangle=\frac{|{\uparrow}\rangle+|{\downarrow}\rangle}{\sqrt2}.$$

In the product of $N$ such factors, $\binom{2j}{j+m}$ orthonormal terms have $j+m$ spins up. Their sum is $\sqrt{\binom{2j}{j+m}}$ times the normalized symmetric state $|m\rangle$. The rotation about $z$ then supplies $e^{-im\phi}$:

$$|\phi\rangle=2^{-j}\sum_m\sqrt{\binom{2j}{j+m}}\,e^{-im\phi}|m\rangle .$$

It follows that $e^{-i\alpha J_z}|\phi\rangle=|\phi+\alpha\rangle$ and $|\phi+2\pi\rangle=(-1)^{2j}|\phi\rangle$. With $\delta=\phi'-\phi$ and $p=j+m$,

$$\langle\phi|\phi'\rangle=\frac{e^{ij\delta}}{2^{2j}}\sum_{p=0}^{2j}\binom{2j}{p}e^{-ip\delta}
=\left[\frac{e^{i\delta/2}(1+e^{-i\delta})}{2}\right]^{2j}=\cos^{2j}\frac{\delta}{2}.$$

Opposite directions, $\delta=\pi$, give orthogonal states.

### Part (b)

**Question.** $U$ multiplies the amplitude of $|m\rangle$ by $f(m)=e^{-i\pi m^2/2}$. Expand this factor in rotations by quarter turns,

$$f(m)=\sum_{k=-1}^{2}c_k\,e^{-i\pi km/2}.$$

Justify the expansion and decide which $c_k$ can differ from zero.

**Answer.** Under $m\to m+4$ the factor $f$ acquires $e^{-i\pi(8m+16)/2}=e^{-4\pi im}=1$, since $2m$ is an integer. Each exponential acquires $e^{-2\pi ik}=1$. Both sides therefore have period 4 in $n$, and four successive points suffice. On these points

$$\frac14\sum_{n=0}^{3}e^{i\pi(k-k')(n+s)/2}=\delta_{kk'},$$

because for $k\neq k'$ in the chosen set $k-k'$ is not a multiple of 4, and the geometric sum of $i^{(k-k')n}$ vanishes. Four orthogonal functions on four points form a basis, so

$$c_k=\frac14\sum_{n=0}^{3}e^{-i\pi m^2/2+i\pi km/2},\qquad m=n+s .$$

Now shift $n\to n+2$. The quadratic part acquires $e^{-i\pi(4m+4)/2}=e^{-2\pi im}=(-1)^{2s}$, and the linear part acquires $e^{i\pi k}=(-1)^k$. The shift cannot change a sum over a full period, hence

$$c_k=(-1)^{k+2s}c_k .$$

So $c_k=0$ unless $k$ and $2s$ have the same parity. Integer $j$ leaves $k=0,2$; half-integer $j$ leaves $k=\pm1$.

### Part (c)

**Question.** Evaluate the remaining coefficients with a Gauss sum.

**Answer.** Completing the square gives

$$-\frac{i\pi}{2}(m^2-km)=-\frac{i\pi}{2}\left(m-\frac k2\right)^2+\frac{i\pi k^2}{8}.$$

For the allowed $k$, the number $m-k/2=n+(2s-k)/2$ is an integer. As $n$ runs over four successive integers, so does $m-k/2$. Since $e^{-i\pi l^2/2}$ has period 4 in the integer $l$, the starting point is immaterial, and

$$c_k=e^{i\pi k^2/8}\,\frac G4,\qquad
G=\sum_{l=0}^{3}e^{-i\pi l^2/2}=1-i+1-i=2-2i .$$

Thus $G/4=(1-i)/2=e^{-i\pi/4}/\sqrt2$, and

$$c_0=\frac{e^{-i\pi/4}}{\sqrt2},\qquad c_2=\frac{e^{i\pi/4}}{\sqrt2},\qquad c_{\pm1}=\frac{e^{-i\pi/8}}{\sqrt2}.$$

The first two belong to integer $j$, the last to half-integer $j$.

### Part (d)

**Question.** Write down $U|\phi\rangle$ in both cases. Check the results by applying $U$ twice, and examine $j=1/2$.

**Answer.** Each exponential in the expansion is a rotation, so $U|\phi\rangle=\sum_kc_k|\phi+k\pi/2\rangle$. For integer $j$,

$$U|\phi\rangle=\frac{e^{-i\pi/4}}{\sqrt2}\bigl(|\phi\rangle+i|\phi+\pi\rangle\bigr),$$

and for half-integer $j$,

$$U|\phi\rangle=\frac{e^{-i\pi/8}}{\sqrt2}\bigl(|\phi+\tfrac{\pi}{2}\rangle+|\phi-\tfrac{\pi}{2}\rangle\bigr).$$

The two components lie along and against the initial direction in the first case, and at right angles to it in the second.

For integer $j$, a second application gives

$$U^2|\phi\rangle=\frac{-i}{2}\bigl(|\phi\rangle+2i|\phi+\pi\rangle-|\phi+2\pi\rangle\bigr)=|\phi+\pi\rangle,$$

since $|\phi+2\pi\rangle=|\phi\rangle$. This agrees with the direct factor $e^{-i\pi m^2}=(-1)^m=e^{-i\pi m}$. For half-integer $j$,

$$U^2|\phi\rangle=\frac{e^{-i\pi/4}}{2}\bigl(|\phi+\pi\rangle+2|\phi\rangle+|\phi-\pi\rangle\bigr)=e^{-i\pi/4}|\phi\rangle,$$

since $|\phi+\pi\rangle=-|\phi-\pi\rangle$. Directly, $m^2=n(n+1)+\tfrac14$ with $n(n+1)$ even, so $e^{-i\pi m^2}=e^{-i\pi/4}$.

For $j=1/2$ the sum of the two components multiplies each amplitude of $|\phi\rangle$ by $2\cos(\pi m/2)=\sqrt2$. The result is $e^{-i\pi/8}|\phi\rangle$, as it must be for constant $J_z^2=1/4$. The formula holds, but the state is still coherent. A cat state requires $j\ge1$.

### Part (e)

**Question.** For $j\ge1$, find the mean spin and the variance along the line joining the two components. Then find a measurement that distinguishes the superposition from an equal mixture of its components.

**Answer.** Let $J_c$ be the spin component along $\phi$ for integer $j$ and along $\phi+\pi/2$ for half-integer $j$. A coherent state is the eigenstate of the spin along its own direction with eigenvalue $j$. The two components are therefore the eigenstates $|\pm\rangle$ of $J_c$ with eigenvalues $\pm j$. Apart from a common phase,

$$|\psi\rangle=\frac{|+\rangle+\eta|-\rangle}{\sqrt2},\qquad \eta=i\ \text{(integer)},\quad \eta=1\ \text{(half-integer)}.$$

The outcomes $\pm j$ are equally likely, so $\langle J_c\rangle=0$ and $\mathrm{Var}\,J_c=j^2$. The transverse components change the eigenvalue of $J_c$ by one. They have no diagonal elements in $|\pm\rangle$, and they cannot connect $+j$ with $-j$ when $2j\ge2$. Hence $\langle\mathbf J\rangle=0$, whereas a coherent state has a mean spin of length $j$.

The mixture has the same mean spin and the same distribution of $J_c$. To detect the coherence, rotate by $e^{-i\beta J_c}$ and measure the parity

$$\Pi=(-1)^{m-s}=e^{i\pi s}e^{-i\pi J_z}.$$

$\Pi$ exchanges the two directions, so its diagonal elements vanish by orthogonality. For integer $j$, $\Pi|-\rangle=|\phi+2\pi\rangle=|+\rangle$. For half-integer $j$, $\Pi|-\rangle=i|\phi+\pi/2\rangle=i|+\rangle$. The rotated state is $(e^{-ij\beta}|+\rangle+\eta e^{ij\beta}|-\rangle)/\sqrt2$, so

$$\langle\Pi\rangle=\mathrm{Re}\left[\eta\,e^{2ij\beta}\langle+|\Pi|-\rangle\right]=\mathrm{Re}\left[i\,e^{2ij\beta}\right]=-\sin(2j\beta).$$

The product $\eta\langle+|\Pi|-\rangle$ equals $i$ in both cases. The mixture has only the diagonal elements and gives zero for every $\beta$.

### Part (f)

**Question.** The evolution stops at $\chi t=\pi/2+\epsilon$. To leading order in $\epsilon$, how much fidelity with the ideal state is lost?

**Answer.** The extra factor is $e^{-i\epsilon J_z^2}$, and the probabilities of $m$ are still those of $|\phi\rangle$. Therefore

$$F=\left|\langle e^{-i\epsilon J_z^2}\rangle\right|^2\simeq1-\epsilon^2\,\mathrm{Var}(J_z^2).$$

In $|\phi\rangle$, $m$ is half the sum of $N=2j$ independent signs. The mean square of that sum is $N$. In its fourth power, terms survive when all four factors come from the same spin or when they form two pairs from two different spins, giving $N+3N(N-1)=3N^2-2N$. Thus

$$\mathrm{Var}(J_z^2)=\frac{3N^2-2N}{16}-\frac{N^2}{16}=\frac{N(N-1)}{8},\qquad
1-F\simeq\frac{\epsilon^2j(2j-1)}{4}.$$

For large $j$ the timing error must satisfy $|\epsilon|\,j\ll1$. The loss vanishes for $j=1/2$, where the evolution is trivial.

### Part (g)

**Question.** Take $\phi=0$ and compare $j=10$ with $j=21/2$, that is, 20 and 21 spins one-half. Find $Q(\delta)=|\langle\phi+\delta|U|\phi\rangle|^2$ and interpret its values at $0^\circ$, $90^\circ$, $180^\circ$ and $270^\circ$. Also evaluate the variance and the parity signal at $\beta=\pi/(4j)$.

**Answer.** The overlap from part (a) gives, for integer $j$,

$$Q=\tfrac12\left|\cos^{2j}\tfrac\delta2+i\sin^{2j}\tfrac\delta2\right|^2
=\tfrac12\left(\cos^{4j}\tfrac\delta2+\sin^{4j}\tfrac\delta2\right),$$

and for half-integer $j$,

$$Q=\tfrac12\left[\cos^{2j}\left(\tfrac\delta2-\tfrac\pi4\right)+\cos^{2j}\left(\tfrac\delta2+\tfrac\pi4\right)\right]^2 .$$

For $j=10$, $Q=0.5$ at $0^\circ$ and $180^\circ$. At $90^\circ$ and $270^\circ$ it is $\tfrac12(2^{-20}+2^{-20})=2^{-20}=9.537\times10^{-7}$.

For $j=21/2$, $Q=0.5$ at $90^\circ$ and $270^\circ$. At $0^\circ$ the two tails add in phase: $\tfrac12(2\cdot2^{-21/2})^2=2^{-20}$, again $9.537\times10^{-7}$. At $180^\circ$ they have opposite signs, because $\cos(3\pi/4)$ is raised to an odd power, and $Q=0$.

The variances along the cat axis are $10^2=100$ and $10.5^2=110.25$. In the initial state $J_y$ is transverse to the spin. Its variance is $2j\times\tfrac14=j/2$, the sum over independent spins one-half, which gives 5 and 5.25. The ratios are 20 and 21, equal to $2j$.

The angle $\beta=\pi/(4j)$ is $4.5^\circ$ for $j=10$ and $4.2857^\circ$ for $j=21/2$. There $2j\beta=\pi/2$, so the parity is $-1$ for the cat and 0 for the mixture.

In terms of the individual spins, each coherent component is a product state, with all spins pointing one way. The superposition of two opposite product states is a Greenberger–Horne–Zeilinger state. Adding the twenty-first spin turns its axis by $90^\circ$. If the number of spins is not known to be even or odd, the axis is not known either. The numerical output lists the values of $Q$, the variances and the parity signals together with the coefficients $c_k$.

## Computed results

```
All quantities dimensionless (hbar = 1) unless marked
chi*t = 1.570796 rad
Gauss sum G = +2.000000 -2.000000 i
c_k, integer j, k = -1: +0.000000 +0.000000 i
c_k, integer j, k = +0: +0.500000 -0.500000 i
c_k, integer j, k = +1: +0.000000 +0.000000 i
c_k, integer j, k = +2: +0.500000 +0.500000 i
c_k, half-integer j, k = -1: +0.653281 -0.270598 i
c_k, half-integer j, k = +0: +0.000000 +0.000000 i
c_k, half-integer j, k = +1: +0.653281 -0.270598 i
c_k, half-integer j, k = +2: +0.000000 +0.000000 i
largest state error, j = 1/2 to 21/2, below 1e-10: True
--- j = 10.0, N = 20 spins, initial phi = 0 deg
cat axis angle = 0.0 deg
Q at 0 deg = 5.000e-01
Q at 90 deg = 9.537e-07
Q at 180 deg = 5.000e-01
Q at 270 deg = 9.537e-07
fidelity with correct cat = 1.000000
fidelity with cat of other parity class = 1.907e-06
mean spin length = 0.000000 hbar
variance along cat axis = 100.0000 hbar^2
initial variance of Jy = 5.0000 hbar^2
fringe angle beta = 4.5000 deg
parity signal, cat = -1.000000
parity signal, mixture = 0.000000
--- j = 10.5, N = 21 spins, initial phi = 0 deg
cat axis angle = 90.0 deg
Q at 0 deg = 9.537e-07
Q at 90 deg = 5.000e-01
Q at 180 deg = 0 (below 1e-14)
Q at 270 deg = 5.000e-01
fidelity with correct cat = 1.000000
fidelity with cat of other parity class = 4.768e-07
mean spin length = 0.000000 hbar
variance along cat axis = 110.2500 hbar^2
initial variance of Jy = 5.2500 hbar^2
fringe angle beta = 4.2857 deg
parity signal, cat = -1.000000
parity signal, mixture = 0.000000
```
